# Weak-localization magnetoconductance of an oxide film without spin-orbit scattering, part 1

(Sections cited here and not found follow in the second part.)

## From static disorder to the Cooperon

A magnetic field \(B\) perpendicular to a thin, weakly disordered film raises its sheet conductance by

\[
\Delta\sigma(B)=\sigma(B)-\sigma(0)=\frac{e^2}{2\pi^2\hbar}\left[\psi\!\left(\frac12+\frac{B_\phi}{B}\right)-\ln\frac{B_\phi}{B}\right],\qquad B_\phi=\frac{\hbar}{4eL_\phi^2},
\]

provided that the electrons undergo neither spin-orbit nor magnetic scattering and that \(B\ll\hbar/(2el^2)\), where \(l\) is the mean free path. Here \(\psi(z)=\Gamma'(z)/\Gamma(z)\) is the digamma function and \(L_\phi\) is the dephasing length, the distance over which an electron diffuses before its phase is lost. This is the Hikami-Larkin-Nagaoka formula in the absence of spin-orbit scattering. The bracket is positive at every field. The field suppresses an interference effect that makes electrons return to their starting point more often than classical diffusion would, and the conductance recovers.

The algebra uses atomic units, \(\hbar=e=m_e=1\), with \(e\) the magnitude of the electron charge. Sheet conductance is then measured in \(e^2/\hbar\), and the field is related to the magnetic length \(l_B\) of a single electron by \(B=1/l_B^2\). The film has one occupied subband, with effective mass \(m\), Fermi wave number \(k_F\) and Fermi velocity \(v=k_F/m\). The density of states per spin and area is \(\nu=m/(2\pi)\). Both spin directions are occupied, and electron-electron interactions enter solely through a phenomenological dephasing time \(\tau_\phi\); their separate corrections to the conductance are left out.

The disorder is a static potential \(V(\mathbf r)\) that does not act on spin. Its mean is zero and its range is short compared with the Fermi wavelength, so that

\[
\langle V(\mathbf r)V(\mathbf r')\rangle=u\,\delta(\mathbf r-\mathbf r'),\qquad u=\frac{1}{2\pi\nu\tau}.
\]

The constant \(u\) has been written in terms of a time \(\tau\), which turns out to be the time between collisions. To second order in \(V\), the retarded self-energy is \(u\) times the retarded Green function at coinciding points. The imaginary part of that Green function is \(-\pi\nu\), so the self-energy has imaginary part \(-\pi\nu u=-1/(2\tau)\). Its real part is a constant shift, absorbed in the Fermi energy. With \(\xi\) the kinetic energy counted from the Fermi level, the averaged Green functions at the Fermi level are

\[
G^R(\mathbf k)=\frac{1}{-\xi+i\eta},\qquad G^A(\mathbf k)=\frac{1}{-\xi-i\eta},\qquad \eta=\frac{1}{2\tau}.
\]

The probability of remaining in a momentum state decays as \(e^{-2\eta t}=e^{-t/\tau}\), which confirms the meaning of \(\tau\). The mean free path is \(l=v\tau\). This treatment is the leading order in \(1/(k_Fl)\), and \(k_Fl\gg1\) is assumed throughout.

The conductivity follows from the power absorbed from a slowly oscillating electric field \(E\cos\omega t\) along the \(x\) axis. In the gauge where this field is described by a vector potential, the perturbation is, up to a phase, \((E/\omega)v_x\sin\omega t\). Each of its two exponential parts has amplitude \(E/(2\omega)\). The golden rule, applied to transitions between eigenstates \(a\) and \(b\) of the disordered film, gives the net absorbed power

\[
\mathcal P=2\,\omega\,2\pi\frac{E^2}{4\omega^2}\sum_{ab}|\langle b|v_x|a\rangle|^2(f_a-f_b)\,\delta(\varepsilon_b-\varepsilon_a-\omega),
\]

where the first factor 2 counts spin and \(f\) is the occupation. The same power equals \(\sigma E^2\mathcal A/2\) for a film of area \(\mathcal A\). At low temperature \((f_a-f_b)/\omega\) tends to \(\delta(\varepsilon_F-\varepsilon_a)\) when \(\omega\to0\). Equating the two expressions gives the Kubo-Greenwood formula,

\[
\sigma=\frac{2\pi}{\mathcal A}\,\mathrm{Tr}\left[v_x\,\delta(\varepsilon_F-H)\,v_x\,\delta(\varepsilon_F-H)\right].
\]

As a first approximation, each delta function is replaced by its own disorder average, the Lorentzian \((\eta/\pi)/(\xi^2+\eta^2)\). The angular average of \(v_x^2\) is \(v^2/2\), and since \(\eta\ll\varepsilon_F\) the energy integral may be extended over the whole line. Using \(\int d\xi\,(\xi^2+\eta^2)^{-2}=\pi/(2\eta^3)\), one obtains

\[
\sigma_0=2\pi\nu\frac{v^2}{2}\frac{\eta^2}{\pi^2}\frac{\pi}{2\eta^3}=\frac{\nu v^2}{2\eta}=\nu v^2\tau=2\nu D,\qquad D=\frac{v^2\tau}{2}.
\]

Here \(D\) is the diffusion constant in two dimensions. Inserting \(\nu=m/(2\pi)\) and \(mv=k_F\) gives \(\sigma_0=k_Fl/(2\pi)\). Impurity lines that join the two Green functions without crossing add nothing to this. A short-range impurity scatters equally into all directions, so the momentum at one velocity vertex is independent of the momentum at the other, and the integral over an odd velocity factor vanishes.

The interference correction comes from impurity lines that do cross. An electron travels around a closed loop by scattering from impurities \(1,2,\dots,n\). It can also visit them in the order \(n,\dots,2,1\). In a scalar static potential without a magnetic field, the amplitudes of these two histories are equal, because the Hamiltonian is real. Their product therefore has no random phase and survives the average over disorder. A spin-dependent scatterer would rotate the spin differently in the two histories, and the product would then depend on spin; this is where the absence of spin-orbit scattering is used.

To find the products of retarded and advanced functions in the conductivity, write

\[
\delta(\varepsilon_F-H)=\frac{i}{2\pi}\left(G^R-G^A\right).
\]

In the product of two such factors, the two mixed terms each carry \(+1/(4\pi^2)\). Under the trace they are equal, because a trace is unchanged by cyclic permutation, so their sum multiplied by \(2\pi\) contributes

\[
\sigma_{RA}=\frac{1}{\pi\mathcal A}\,\mathrm{Tr}\left[v_xG^Rv_xG^A\right],
\]

in which \(G^{R}\) and \(G^A\) are still the functions before averaging.

When the advanced path visits the impurities in reverse order, the sum of the two momenta is conserved along the loop. Call this sum \(\mathbf Q\). If the retarded function between two collisions carries \(\mathbf p\), the advanced function between the same impurities carries \(\mathbf Q-\mathbf p\). Each such pair, with one impurity line, contributes

\[
P(Q)=u\int\frac{d^2p}{(2\pi)^2}\,G^R(\mathbf p)\,G^A(\mathbf Q-\mathbf p).
\]

For \(Q\ll k_F\), the energy belonging to \(\mathbf Q-\mathbf p\) is \(\xi-vQ\cos\theta\), where \(\theta\) is the angle between \(\mathbf p\) and \(\mathbf Q\). The two minus signs in the denominators cancel, and

\[
P(Q)=\frac{1}{2\pi\tau}\int_0^{2\pi}\frac{d\theta}{2\pi}\int_{-\infty}^{\infty}\frac{d\xi}{(\xi-i\eta)(\xi-vQ\cos\theta+i\eta)}.
\]

Closing the energy contour in the upper half plane encloses the pole at \(\xi=i\eta\). Its residue gives \(2\pi i/(i/\tau-vQ\cos\theta)=2\pi\tau/(1+iQl\cos\theta)\). The imaginary part is odd under \(\theta\to\pi-\theta\) and averages to zero, which leaves

\[
P(Q)=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{1+Q^2l^2\cos^2\theta}=\frac{2}{\pi}\int_0^\infty\frac{dt}{1+t^2+Q^2l^2}=\frac{1}{\sqrt{1+Q^2l^2}},
\]

where \(t=\tan\theta\) was substituted in one quadrant and multiplied by four. For small \(Ql\),

\[
1-P(Q)\simeq\frac{Q^2l^2}{2}=D\tau Q^2,
\]

because \(D\tau=v^2\tau^2/2=l^2/2\). The range of this expansion can be read from the full expression. At \(Ql=0.3\), \(1-P\) is 0.0422, while \(Q^2l^2/2\) is 0.045. At \(Ql=1\) the two values are 0.293 and 0.5. Diffusion thus describes loops much larger than the mean free path.

Dephasing multiplies the interference of a loop of duration \(t\) by \(e^{-t/\tau_\phi}\). The flight times between collisions have the distribution \(e^{-t/\tau}/\tau\), so one flight acquires the mean factor

\[
\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau-t/\tau_\phi}=\frac{1}{1+\tau/\tau_\phi}\simeq1-\frac{\tau}{\tau_\phi},\qquad \tau_\phi\gg\tau.
\]

To leading order, therefore, \(1-P=\tau(DQ^2+1/\tau_\phi)\). A loop with \(n\) impurity lines contains \(n-1\) pairs of intermediate Green functions. Crossing requires at least two lines, and the geometric series is

\[
\Gamma(Q)=u\left(P+P^2+P^3+\dots\right)=\frac{uP}{1-P}\simeq\frac{u}{1-P}=\frac{1}{2\pi\nu\tau^2}\,\frac{1}{DQ^2+1/\tau_\phi}.
\]

The approximation \(P\simeq1\) in the numerator holds where the denominator is small. The resulting object is the Cooperon, the propagator of a retarded path paired with its time-reversed partner. Pairs of two retarded functions do not produce a similar pole: both singularities in \(\xi\) lie on the same side of the real axis, so the corresponding energy integral vanishes at this order.

The series must now be attached to the two velocity vertices. The momentum is \(\mathbf k\) at one vertex and \(\mathbf k'=\mathbf Q-\mathbf k\) at the other, with one retarded and one advanced function at each:

\[
\delta\sigma=\frac1\pi\int\frac{d^2Q}{(2\pi)^2}\,\Gamma(Q)\int\frac{d^2k}{(2\pi)^2}\,v_x(\mathbf k)\,v_x(\mathbf Q-\mathbf k)\,|G^R(\mathbf k)|^2\,|G^R(\mathbf Q-\mathbf k)|^2 .
\]

The pole of \(\Gamma\) selects small \(Q\). Setting \(\mathbf Q=0\) in the inner integral makes the two velocities opposite, so their product is \(-v_x^2\). This is the origin of the negative sign: the interference enhances scattering from \(\mathbf k\) into \(-\mathbf k\). The remaining integral is

\[
\int\frac{d^2k}{(2\pi)^2}\,v_x^2\,|G^R|^4=\nu\frac{v^2}{2}\int_{-\infty}^{\infty}\frac{d\xi}{(\xi^2+\eta^2)^2}=\nu\frac{v^2}{2}\,4\pi\tau^3=4\pi\nu D\tau^2,
\]

since \(\pi/(2\eta^3)=4\pi\tau^3\) and \(v^2\tau/2=D\).

One further class of diagrams has to be considered, in which an extra impurity line joins the two retarded or the two advanced functions next to the vertices. The extra line makes the momenta at the vertices independent. Each vertex then contributes an integral such as

\[
\int\frac{d^2k}{(2\pi)^2}\,v_x(\mathbf k)\,G^R(\mathbf k)\,G^A(\mathbf k)\,G^R(\mathbf Q-\mathbf k),
\]

which vanishes at \(\mathbf Q=0\) because the velocity is odd and the Green functions are even. The integral starts in proportion to \(Q_x\), and the product of two of them in proportion to \(Q_x^2\). This cancels the pole of the Cooperon. Such diagrams alter the contribution of loops about one mean free path in size, but not the long-range part considered here.

Collecting the factors gives

\[
\delta\sigma=-\frac1\pi\,\frac{4\pi\nu D\tau^2}{2\pi\nu\tau^2}\int\frac{d^2Q}{(2\pi)^2}\frac{1}{DQ^2+1/\tau_\phi}=-\frac{2D}{\pi}\,C(\mathbf r,\mathbf r),
\]

where \(C\) is the solution of

\[
\left[-D\nabla^2+\frac{1}{\tau_\phi}\right]C(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r').
\]

The density of states has cancelled. The value of \(C\) at coinciding points is the probability density of return under classical diffusion, integrated over time with the weight \(e^{-t/\tau_\phi}\). The conductivity is lowered in proportion to it.

In zero field the momentum integral diverges logarithmically at large \(Q\), where diffusion ceases to hold. Cutting it off at \(DQ^2=1/\tau\), the inverse duration of the shortest loops, yields

\[
\delta\sigma(0)=-\frac{2D}{\pi}\,\frac{1}{4\pi D}\ln\!\left(1+\frac{\tau_\phi}{\tau}\right)\simeq-\frac{1}{2\pi^2}\ln\frac{\tau_\phi}{\tau}.
\]

The coefficient of the logarithm is determined, but a constant of order one added to the logarithm is not, because it depends on the shortest loops. The magnetoconductance does not have this uncertainty at fields that leave those loops unaffected.

In zero field, interference between time-reversed histories lowers the conductivity in proportion to the Cooperon at coinciding points, which gives a logarithm of \(\tau_\phi/\tau\) with an undetermined additive constant. It remains to include the magnetic field in the Cooperon and derive the stated formula for \(\Delta\sigma(B)\).

Numerical values quoted here were computed with a short program.
